\section*{Closed Plane-Wave Shells and Symmetry Degeneracies at Gamma in fcc Crystals}

\section*{Problem}

An fcc crystal with cubic lattice constant $a$ is treated at the Brillouin-zone centre, Gamma, in a finite basis of plane waves $|\mathbf G\rangle\propto e^{i\mathbf G\cdot\mathbf r}$. Write $\mathbf G=(2\pi/a)(h,k,l)$ and $n=h^2+k^2+l^2$. A shell is the set of all reciprocal-lattice vectors with the same $n$.

\begin{enumerate}
\item List the shells that give bases of 1, 9, 15, 27, 51, 59, 65, 89, 113 and 137 waves.
\item Take the diamond structure, with identical atoms at $\pm\boldsymbol\tau$, $\boldsymbol\tau=(a/8)(1,1,1)$, and a local pseudopotential without spin--orbit coupling. Show that a basis of complete shells keeps the symmetry degeneracies.
\item Let only the form factors $V_3,V_8,V_{11}$ be nonzero. Find what happens to the triplets when the $\{200\}$ shell is added to nine waves one pair $\pm\mathbf G$ at a time. Evaluate the result for $a=0.54$ nm, $V_3=-3.0$ eV, $V_8=0.5$ eV, $V_{11}=1.0$ eV.
\item Decide whether a cut inside a shell must split every degenerate level.
\end{enumerate}

The parameters are round model values, not a fit to a material.

\section*{Solution}

\subsection*{1. The shells}

The primitive lattice vectors are $\frac a2(0,1,1)$, $\frac a2(1,0,1)$ and $\frac a2(1,1,0)$. A reciprocal vector has a scalar product with each of them equal to $2\pi$ times an integer. Hence
\[
\frac{k+l}{2},\qquad \frac{h+l}{2},\qquad \frac{h+k}{2}
\]
are integers. Adding the last two and subtracting the first shows that $h$ is an integer, and likewise $k$ and $l$. Since their pairwise sums are even, the indices are all even or all odd. Conversely, any such triple satisfies the three conditions.

The number of vectors of one type is the number of distinct permutations of $(|h|,|k|,|l|)$ times $2^z$, where $z$ counts the nonzero indices. For $\{311\}$ this is $3\times2^3=24$; for $\{420\}$ it is $6\times2^2=24$. In order of $n$:

\begin{center}
\begin{tabular}{rlrr}
$n$ & type & waves & total\\
0 & 000 & 1 & 1\\
3 & 111 & 8 & 9\\
4 & 200 & 6 & 15\\
8 & 220 & 12 & 27\\
11 & 311 & 24 & 51\\
12 & 222 & 8 & 59\\
16 & 400 & 6 & 65\\
19 & 331 & 24 & 89\\
20 & 420 & 24 & 113\\
24 & 422 & 24 & 137
\end{tabular}
\end{center}

No shell is missing. Even indices give four times a sum of three squares, while odd indices give $n=3,11,19,27,\dots$, because an odd square leaves remainder 1 on division by 8.

The kinetic energy of a wave is $Tn$, with
\[
T=\frac{\hbar^2}{2m}\left(\frac{2\pi}{a}\right)^2=5.158\ \text{eV}
\]
for the given $a$. A kinetic-energy cutoff therefore closes shells automatically: any cutoff between 103.2 and 123.7 eV gives 113 waves. Taking the first 100 entries of a sorted list would cut a shell.

\subsection*{2. Why complete shells keep the degeneracies}

With the origin at the bond midpoint, the average over the two atoms gives
\begin{equation}
V(\mathbf G)=\frac{V_n}{2}\left(e^{-i\mathbf G\cdot\boldsymbol\tau}+e^{i\mathbf G\cdot\boldsymbol\tau}\right)
=V_n\cos\frac{\pi(h+k+l)}4 .
\label{pot}
\end{equation}
The Hamiltonian matrix is $H_{\mathbf G\mathbf G'}=Tn\,\delta_{\mathbf G\mathbf G'}+V(\mathbf G-\mathbf G')$. The average potential is the zero of energy.

Inversion about the bond midpoint sends $|\mathbf G\rangle$ to $|-\mathbf G\rangle$. It commutes with $H$ because $V(-\mathbf G)=V(\mathbf G)$.

Next consider an operation $R$ about the atom at $\boldsymbol\tau$, made of a permutation of the axes and an even number of sign changes. There are $6\times4=24$ of these tetrahedral operations. Each acts as
\begin{equation}
U_R|\mathbf G\rangle=e^{i(\mathbf G-R\mathbf G)\cdot\boldsymbol\tau}|R\mathbf G\rangle ,
\label{op}
\end{equation}
as follows from replacing $\mathbf r$ by $\boldsymbol\tau+R^{-1}(\mathbf r-\boldsymbol\tau)$ in the plane wave. The potential is unchanged if $V(\mathbf g)e^{i\mathbf g\cdot\boldsymbol\tau}=V(R\mathbf g)e^{iR\mathbf g\cdot\boldsymbol\tau}$ for every difference $\mathbf g$. From (\ref{pot}),
\[
V(\mathbf g)e^{i\mathbf g\cdot\boldsymbol\tau}
=\frac{V_n}{2}\left(1+e^{2i\mathbf g\cdot\boldsymbol\tau}\right)
=\frac{V_n}{2}\left(1+i^{\,h+k+l}\right).
\]
A permutation leaves $h+k+l$ alone. Reversing $k$ and $l$ changes it by $-2(k+l)$, a multiple of 4 because $k+l$ is even. The condition holds.

With their products with inversion these are 48 operations, covering all permutations and all sign choices of the indices. None changes $n$, so each maps a complete shell onto itself. In a closed basis they are unitary matrices that commute with the truncated $H$. If $Hu=Eu$, then $HU_Ru=U_RHu=EU_Ru$: all symmetry partners of $u$ are in the basis and have the same energy. If a shell is cut, an operation that carries a kept wave to a dropped one no longer acts within the basis, and this argument is lost for that operation.

\subsection*{3. Cutting the $\{200\}$ shell}

\paragraph{Nine waves.} Divide $\{111\}$ into a tetrahedron
\[
q_0=(1,1,1),\ q_1=(1,\bar1,\bar1),\ q_2=(\bar1,1,\bar1),\ q_3=(\bar1,\bar1,1)
\]
and its negative; a bar denotes a minus sign. Between the two tetrahedra the differences are $q_i+q_j$, with $n=12$ for $i=j$ and $n=4$ otherwise, so the potential vanishes there. Within the first, $q_0-q_1=(0,2,2)$ gives $V_8\cos\pi=-V_8$, and so do $q_0-q_2$ and $q_0-q_3$. The difference $q_1-q_2=(2,\bar2,0)$ gives $+V_8$, as do the other pairs among $q_1,q_2,q_3$.

The signs are made equal by setting $|i\rangle=\eta_i|q_i\rangle$ and $|\bar i\rangle=\eta_i|{-q_i}\rangle$ with $\eta_0=-1$, $\eta_{1,2,3}=1$. Each tetrahedron then has diagonal elements $3T$ and all off-diagonal elements $V_8$. The vector with equal components has energy $3T+3V_8$. For the three vectors whose components sum to zero, the other components sum to minus the chosen one, so the energy is
\begin{equation}
E_0=3T-V_8 .
\end{equation}
The wave $|000\rangle$ has the same matrix element $V_3/\sqrt2$ with all eight redefined waves: for $q_0$, $\eta_0\cos(3\pi/4)=1/\sqrt2$; for the others, $\cos(\pi/4)=1/\sqrt2$. It therefore does not touch the zero-sum vectors. The level $E_0$ is sixfold, consisting of an even triplet built from $|e_i\rangle=(|i\rangle+|\bar i\rangle)/\sqrt2$ and an odd one built from $|o_i\rangle=(|i\rangle-|\bar i\rangle)/\sqrt2$. Their coincidence is a feature of this small basis: the differences between the two tetrahedra have $h+k+l=\pm2$ or $\pm6$, where the cosine in (\ref{pot}) vanishes whatever the form factors. The threefold degeneracy of each triplet is due to symmetry.

\paragraph{Even combinations of the new waves.} Let $X=(2,0,0)$ and $|c_x\rangle=(|X\rangle+|{-X}\rangle)/\sqrt2$, with $c_y,c_z$ defined likewise. Each has energy $4T$, since $V_{16}=0$. They do not couple to each other:
\[
\langle c_x|V|c_y\rangle=\tfrac12(V_8-V_8-V_8+V_8)=0,
\]
where the differences are $(2,\bar2,0)$, $(2,2,0)$, $(\bar2,\bar2,0)$, $(\bar2,2,0)$. Nor do they couple to $|000\rangle$, since $V_4=0$.

For the $\{111\}$ waves, the four terms of the matrix element are equal in pairs, so
\[
\langle c_x|V|e_i\rangle=\eta_i\left[V(X-q_i)+V(X+q_i)\right].
\]
With $\delta=(V_3-V_{11})/\sqrt2$, equation (\ref{pot}) gives
\begin{align*}
i=0:&\quad -[V(1,\bar1,\bar1)+V(3,1,1)]=-\delta,\\
i=1:&\quad V(1,1,1)+V(3,\bar1,\bar1)=-\delta,\\
i=2:&\quad V(3,\bar1,1)+V(1,1,\bar1)=\delta,\\
i=3:&\quad V(3,1,\bar1)+V(1,\bar1,1)=\delta .
\end{align*}
Thus $c_x$ couples to the single normalized vector $u_x=\frac12(-1,-1,1,1)$, with strength $2\delta=\sqrt2(V_3-V_{11})$. Permuting the axes gives $u_y=\frac12(-1,1,-1,1)$ and $u_z=\frac12(-1,1,1,-1)$. These three vectors are orthonormal and have zero sum, so they span the even triplet.

Each pair of waves therefore acts on one member of the triplet. The two-level problem for $u_x$ and $c_x$ is
\[
(E-3T+V_8)(E-4T)=2(V_3-V_{11})^2 .
\]
The diagonal energies have sum $7T-V_8$ and difference $T+V_8$, so the lower root is
\begin{equation}
E_-=\tfrac12\left[7T-V_8-\sqrt{(T+V_8)^2+8(V_3-V_{11})^2}\right].
\label{minus}
\end{equation}

\paragraph{Odd combinations.} For $|s_x\rangle=(|X\rangle-|{-X}\rangle)/\sqrt2$ the bracket becomes $V(X-q_i)-V(X+q_i)$. The same four lines now all give $-(V_3+V_{11})/\sqrt2$. Hence $s_x$ couples only to the equal-component odd vector, not to the odd triplet, which stays at $E_0$.

With $p=0,1,2,3$ pairs added, $E_-$ occurs $p$ times and $E_0$ occurs $(3-p)+3$ times. The even triplet is split for $p=1$ and $p=2$ whenever $V_3\ne V_{11}$, and it is whole again at $p=3$. If $V_3=V_{11}$ the coupling vanishes and this cut leaves the triplet alone.

\paragraph{Numbers.} Here $E_0=15.47-0.50=14.97$ eV. The coupling is $\sqrt2(-4.0)=-5.66$ eV, and
\[
E_-=\tfrac12\left[35.61-\sqrt{5.658^2+128}\right]
=\tfrac12(35.61-12.65)=11.48\ \text{eV}.
\]
The splitting in the bases of 11 and 13 waves is 3.50 eV. It is large because two members of the triplet, or one, have been denied the wave that lowers their partners. Diagonalization confirms the multiplicities at $E_-$ and $E_0$ for 9, 11, 13 and 15 waves.

At 13 waves a further level appears at 14.67 eV, below the triplet member left at $E_0$. It comes from the odd equal-component state, mixed with odd combinations of the new waves. The elements $\langle s_x|V|s_y\rangle=\frac12(4V_8)=2V_8$ put $(s_x+s_y)/\sqrt2$ at $4T+2V_8=21.63$ eV. Its coupling to the odd state at $3T+3V_8=16.97$ eV has magnitude $\sqrt2\cdot\sqrt2\,|V_3+V_{11}|=4$ eV. The lower root is
\[
19.30-\sqrt{2.33^2+4^2}=14.67\ \text{eV}.
\]
The cut thus changes the order of levels as well as their degeneracy: the four lowest states no longer contain the whole even triplet.

\subsection*{4. Must every degenerate level split?}

\paragraph{Adding one wave.} Let a basis have a level $E$ with eigenspace $D$ of dimension $d$. Add one wave of kinetic energy $t$, coupled to the old basis by the column $v$:
\[
H'=\begin{pmatrix}H&v\\ v^\dagger&t\end{pmatrix}.
\]
An eigenvector $(x,c)$ of $H'$ at the old energy $E$ satisfies $(H-E)x+cv=0$. Project this on $D$. The first term vanishes, because $H-E$ gives zero on $D$, leaving $cP_Dv=0$.

If $P_Dv\ne0$, then $c=0$ and $x$ lies in $D$. The second row requires $v^\dagger x=0$, one condition on $d$ components. Exactly $d-1$ states remain at $E$, so a degenerate level splits. If $P_Dv=0$, every $x$ in $D$ satisfies the second row with $c=0$, and all $d$ states stay.

For a weak coupling and $t$ well above $E$, keeping only $D$ and the new wave gives the leading shift of the one affected state, $-|P_Dv|^2/(t-E)$. The splitting measures how much that state gains from the new wave.

Suppose the old basis is closed. A symmetry operation that takes the new wave to another wave of its shell takes $v$ to the new column, up to a phase, and maps $D$ onto itself. Hence $|P_Dv|$ is the same for all waves related by symmetry. Each of the ten shells listed is one such set. One added wave therefore splits a level if and only if its shell couples to that level.

\paragraph{A shell that does not couple.} The $\{400\}$ shell is an exception for the even triplet. Let $R_x$ reverse $k$ and $l$, and define $R_y,R_z$ similarly. These twofold rotations commute, and the product of all three is the identity. A state with definite signs under $(R_x,R_y,R_z)$ thus has the pattern $(+++)$, $(+--)$, $(-+-)$ or $(--+)$. On $(+++)$ states only the six axis permutations act in a distinct way, and the irreducible representations of that group have dimension at most two. A tetrahedral triplet must therefore consist of the other three patterns.

For $\mathbf G=(4,0,0)$ we have $\mathbf G\cdot\boldsymbol\tau=\pi$. By (\ref{op}), $R_y$ sends $|400\rangle$ to $e^{2\pi i}|\bar400\rangle=|\bar400\rangle$. The even combination is unchanged by all three rotations, so it has pattern $(+++)$ and cannot couple to a triplet. The odd combination changes sign under $R_y$ and $R_z$ but not under $R_x$, so it can couple to an odd triplet.

The numbers show both behaviours. The even triplet is at 10.7488 eV in the 59-wave basis, and adding one to six $\{400\}$ waves moves it by no more than rounding error. The first of these waves splits the lowest odd triplet by 0.019 eV. For $\{200\}$ the roles are reversed: $\mathbf G\cdot\boldsymbol\tau=\pi/2$ makes the phase in (\ref{op}) equal to $-1$, which is why that shell moved the even triplet and left the odd one alone.

\paragraph{A cut that keeps enough symmetry.} The 24 waves of $\{311\}$ can be halved according to the sign of $hkl$. Permutations and pairs of sign changes preserve this sign, so the 39-wave basis with $hkl>0$ retains all 24 tetrahedral operations. Inversion is lost, but these operations suffice to protect a triplet. It stays whole at 10.8154 eV.

Keeping instead the twelve waves with $h<0$ gives one state at 10.8136 eV and two at 10.8150 eV, a splitting of 1.3 meV. The threefold axes, which exchange $x$ with $y$ and $z$, are gone. The remaining pair is protected: the reflection $k\to-k$, which is $R_y$ combined with inversion, distinguishes its two members, and the exchange of $k$ and $l$ carries one into the other. Two bases of the same size thus differ in degeneracy because of which waves they contain.

The answer to part 4 is therefore no. A level survives if the kept operations still protect it or if the cut shell does not couple to it. For one added wave, coupling was shown to force a splitting; for larger cuts that remove the protection within a shell coupled to the even triplet, a splitting of that triplet was found in the cases above but not proved in general.

\subsection*{Size of the effect and limits}

Adding one wave to the closed bases of 15, 27, 51, 59, 65, 89 and 113 waves splits the even triplet by 158.5, 14.2, 2.6, 0, 4.7, 6.6 and 1.8 meV. The sequence is not monotonic, so a small splitting at one size does not guarantee a smaller one at the next. In each of these seven cases at least one of the two triplets followed, the even valence triplet and the lowest odd one, does split.

Intact degeneracy is not evidence of convergence. Between the closed bases of 113 and 137 waves the even triplet still falls from 10.660 to 10.646 eV, a change of 14 meV, while remaining threefold in both. Neither check is safe on one level and one step. The even triplet stays whole in the cut bases of 60 to 64 waves, and it does not move from 59 to 65 waves, yet it falls from 10.7488 to 10.7118 eV between 65 and 89 waves. Completeness must be judged from the change over several shells.

The next shell, $n=27$, contains two symmetry sets, 24 waves of type $\{511\}$ and 8 of type $\{333\}$. A basis may be cut between them without losing any of the 48 operations. With 137 waves plus the eight $\{333\}$ waves, the valence triplet is intact to rounding error.

Away from Gamma the kinetic energy depends on $|\mathbf k+\mathbf G|^2$, and shells must be formed from that quantity. A set closed in $|\mathbf G|$ is still invariant under operations with $R\mathbf k=\mathbf k$. On the zone boundary, however, an operation may give $R\mathbf k=\mathbf k+\mathbf G_0$. It then sends $\mathbf G$ to $R\mathbf G+\mathbf G_0$, which can lie outside the set. A cutoff in $|\mathbf k+\mathbf G|^2$ avoids this, because the operation preserves that length. The numerical output below lists the levels used here.

\section*{Table of computed values}
\begin{verbatim}
Lattice constant a = 0.54 nm; T = 5.1582 eV
V3 = -3.0, V8 = 0.5, V11 = 1.0 eV
Shell n, type, waves, total, orbits, kinetic energy (eV)
  0 000        1    1  1     0.000
  3 111        8    9  1    15.474
  4 200        6   15  1    20.633
  8 220       12   27  1    41.265
 11 311       24   51  1    56.740
 12 222        8   59  1    61.898
 16 400        6   65  1    82.531
 19 331       24   89  1    98.005
 20 420       24  113  1   103.163
 24 422       24  137  1   123.796
 27 511+333   32  169  2   139.270
4T = 20.6327 eV; even-triplet coupling = -5.6569 eV
E0 = 14.9745 eV; Eminus = 11.4787 eV
Splitting E0-Eminus = 3.4958 eV
Waves, states at Eminus, states at E0, lowest five levels (eV)
  9  0  6  -1.9067 14.9745 14.9745 14.9745 14.9745
 11  1  5  -1.9067 11.4787 14.9745 14.9745 14.9745
 13  2  4  -1.9067 11.4787 11.4787 14.6749 14.9745
 15  3  3  -1.9067 11.4787 11.4787 11.4787 14.1464
One wave added to a closed basis; energies and splittings in eV
Waves, next n, even level, split, odd level, split
  15   8   11.4787  0.15850   14.9745  0.16343
  27  11   10.8731  0.01425   14.3301  0.00156
  51  12   10.7557  0.00265   14.3177  0.06237
  59  16   10.7488  0.00000   14.1505  0.01939
  65  19   10.7488  0.00466   14.1118  0.00113
  89  20   10.7118  0.00656   14.1072  0.00296
 113  24   10.6601  0.00178   14.0818  0.00216
Even triplet, 60 to 65 waves: largest change 6.2e-14 eV
Valence triplet with 39 waves (eV)
  half with hkl>0: 10.81535 10.81535 10.81535
  half with h<0:   10.81361 10.81495 10.81495
  splitting for h<0: 0.00134 eV
137 waves plus 8 of type 333: triplet spread 3.2e-14 eV
Valence triplet with 137 waves: 10.6460 eV
\end{verbatim}
